# Ligand Loss and the Masked Isotope Effect of Beta-Hydride Elimination, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the rate equations to the observed isotope effect

Many metal alkyl precursors decompose by beta-hydride elimination: a hydrogen on the second carbon of the alkyl group moves to the metal, and an alkene forms. The metal often needs an empty coordination site first, and it gets one by losing a ligand such as a phosphine. Replacing the beta hydrogens by deuterium slows the hydrogen transfer. The problem is to find how much of that slowing appears in the measured decomposition rate, and how the answer depends on the free ligand in solution.

The scheme has two steps,

$$A \;\underset{k_{-1}}{\overset{k_1}{\rightleftharpoons}}\; I + \text{ligand},\qquad I \xrightarrow{\,k_2\,} \text{products}.$$

Here $A$ is the ligated metal alkyl and $I$ is the open complex that has lost one ligand. The same letters denote their amounts. The free ligand concentration is $L$. The constants $k_1$ and $k_2$ are first-order, in s$^{-1}$, while $k_{-1}$ is second-order, in L mol$^{-1}$ s$^{-1}$. Laboratory units are used because atomic units are unnatural for such slow reactions.

Two samples are compared in separate runs, one with hydrogen and one with deuterium in all the beta positions. Subscripts H and D mark their constants. The constant $k_2$ is the total elimination rate constant of $I$, summed over its equivalent beta positions. The intrinsic isotope effect is $K=k_{2H}/k_{2D}$.

Until a later part relaxes them, four assumptions hold:

- $L$ is constant during a run and equal in the two runs.
- Ligand loss and return have the same $k_1$ and $k_{-1}$ for both samples.
- Elimination from $I$ is irreversible.
- $A$ cannot eliminate without first losing a ligand.

The worked example uses round parameters: temperature 333 K, $k_1=2\times10^{-4}$ s$^{-1}$, $k_{-1}=10^6$ L mol$^{-1}$ s$^{-1}$, $k_{2H}=3000$ s$^{-1}$ and $k_{2D}=1000$ s$^{-1}$. Hence $K=3$. They are chosen values, set beside a real case in part (j).

### (a) The overall rate constant

**Question.** A sample starts as pure $A$, with its initial amount scaled to one. Define the observed rate constant as the reciprocal of the time integral of $A$. Find it without assuming that $I$ is in a steady state.

**Solution.** The definition suits the purpose because a single exponential $e^{-kt}$ has the time integral $1/k$. For a decay that is not a single exponential, it gives a well-defined mean rate constant.

Ligand loss removes $A$, and ligand return restores it. The open complex is formed by loss and consumed by return and elimination:

$$\frac{dA}{dt}=-k_1A+k_{-1}L\,I,\qquad
\frac{dI}{dt}=k_1A-(k_{-1}L+k_2)I.$$

These equations are linear because $L$ is constant. Both amounts vanish at long times, since all material can reach the products and none returns from them. Part (b) confirms this from the decay constants.

Let $S_A=\int_0^\infty A\,dt$ and $S_I=\int_0^\infty I\,dt$. On the left sides, integration gives final minus initial values, which are $0-1$ for $A$ and $0-0$ for $I$:

$$-1=-k_1S_A+k_{-1}L\,S_I,\qquad
0=k_1S_A-(k_{-1}L+k_2)S_I.$$

Adding the two equations cancels the exchange terms and leaves $-1=-k_2S_I$, so $S_I=1/k_2$. The second equation then gives

$$S_A=\frac{k_{-1}L+k_2}{k_1}\,S_I=\frac{k_{-1}L+k_2}{k_1k_2}.$$

The observed rate constant is therefore

$$k_{\rm obs}=\frac1{S_A}=\frac{k_1k_2}{k_{-1}L+k_2}.$$

This has the form of the usual steady-state result, but for the area under $A$ it needs no steady-state approximation.

There is a simple reading. An open complex recaptures a ligand with probability

$$R=\frac{k_{-1}L}{k_{-1}L+k_2},$$

and eliminates with probability $1-R$. The molecule visits $A$ once at the start and once more after each recapture. The mean number of visits is $1+R+R^2+\cdots=1/(1-R)$, and each visit lasts $1/k_1$ on average. The mean time spent in $A$ is thus $1/[k_1(1-R)]$, which is $S_A$ again.

### (b) The exponential seen in an experiment

**Question.** A rate constant is often taken from the slow exponential of a decay curve. How far can that constant differ from $k_{\rm obs}$, and when does the difference matter?

**Solution.** Put $A$ and $I$ proportional to $e^{-\lambda t}$ and write $a=k_{-1}L+k_2$. The rate equations become

$$(k_1-\lambda)A=k_{-1}L\,I,\qquad (a-\lambda)I=k_1A.$$

A nonzero solution requires the determinant to vanish:

$$(k_1-\lambda)(a-\lambda)-k_1k_{-1}L=0.$$

Expanding, and using $a-k_{-1}L=k_2$ in the constant term, gives

$$\lambda^2-(k_1+a)\lambda+k_1k_2=0.$$

The discriminant is $(k_1+a)^2-4k_1k_2=(k_1-a)^2+4k_1k_{-1}L$, which is not negative, so both roots are real. Their sum and product are positive, so both are positive and both modes decay.

Call the smaller root $\lambda_s$. The quadratic can be written $\lambda_s(k_1+a-\lambda_s)=k_1k_2$. Dividing this by $k_{\rm obs}=k_1k_2/a$ gives

$$\frac{\lambda_s}{k_{\rm obs}}=\frac{a}{a+k_1-\lambda_s},\qquad
1-\frac{\lambda_s}{k_{\rm obs}}=\frac{k_1-\lambda_s}{a+k_1-\lambda_s}.$$

At $\lambda=k_1$ the quadratic equals $-k_1a+k_1k_2=-k_1k_{-1}L$, which is zero or negative. So $k_1$ lies between the roots or coincides with one, and $\lambda_s\le k_1$. The numerator is then between zero and $k_1$, and the denominator is at least $a$. The slow constant falls below $k_{\rm obs}$ by a relative amount smaller than $k_1/(k_{-1}L+k_2)$.

A sufficient condition for using the slow exponential is therefore $k_1\ll k_{-1}L+k_2$: the open complex lives much less long than the ligated one. In the example, the largest relative difference over the concentrations tabulated in part (d) is $5\times10^{-8}$, which is negligible.

A case that breaks the condition shows what can go wrong. Take $L=0$, $k_1=2$ s$^{-1}$, $k_{2H}=3$ s$^{-1}$ and $k_{2D}=1$ s$^{-1}$. The quadratic factors into $(\lambda-k_1)(\lambda-k_2)=0$. The smaller root is 2 s$^{-1}$ for H and 1 s$^{-1}$ for D, a ratio of 2, whereas the ratio from the areas under $A$ is 1.

Both numbers are correct answers to different questions. With no ligand to return, $A$ itself decays as $e^{-k_1t}$ in both samples. The slower D exponential belongs to the emptying of $I$, and it shows in the late formation of products. When $I$ is long-lived, the apparent isotope effect depends on which species is followed.

### (c) The isotope effect on the observed rate

**Question.** Form $K_{\rm obs}=k_{\rm obs,H}/k_{\rm obs,D}$. Find its limits at low and high free ligand, decide whether it varies monotonically between them, and locate the midpoint.

**Solution.** Since $k_1$ is common to both samples, it cancels:

$$K_{\rm obs}
=\frac{k_1k_{2H}}{k_{-1}L+k_{2H}}\;\frac{k_{-1}L+k_{2D}}{k_1k_{2D}}
=K\,\frac{k_{-1}L+k_{2D}}{k_{-1}L+k_{2H}}.$$

Multiply $K$ into the numerator and use $Kk_{2D}=k_{2H}$. Then split off one copy of the denominator:

$$K_{\rm obs}=\frac{Kk_{-1}L+k_{2H}}{k_{-1}L+k_{2H}}
=1+(K-1)\frac{k_{-1}L}{k_{-1}L+k_{2H}}.$$

The last fraction is the recapture probability $R_H$ of the hydrogen sample. Dividing its numerator and denominator by $k_{-1}$, and defining $c=k_{2H}/k_{-1}$, gives

$$K_{\rm obs}=1+(K-1)\frac{L}{L+c}.$$

At $L=0$ the observed effect is one. For $L\gg c$ it approaches $K$. The derivative is

$$\frac{dK_{\rm obs}}{dL}=(K-1)\frac{(L+c)-L}{(L+c)^2}=\frac{(K-1)c}{(L+c)^2}.$$

It is positive at every $L$ when $K>1$, so the rise is monotonic. An inverse intrinsic effect, $K<1$, gives a monotonic fall from one to $K$. At $L=c$ the fraction is one half and $K_{\rm obs}=(1+K)/2$.

The physical reason lies in the fate of the open complex. Without free ligand, every open complex eliminates. Deuterium makes it wait longer, but cannot change the outcome. The molecule has already spent nearly all its life in $A$, waiting for ligand loss, and that wait is the same for both isotopes.

With much free ligand, most open complexes are recaptured, and elimination has to win a competition against ligand return. Its chance per opening is $k_2/(k_{-1}L+k_2)$, which tends to $k_2/(k_{-1}L)$. This chance is proportional to $k_2$, so the full intrinsic effect appears.

### (d) Numbers, and the price of unmasking

**Question.** Evaluate the rates and the observed effect for the example. How much free ligand is needed to reveal 95% of $K-1$, and what does this cost in reaction time?

**Solution.** The midpoint concentration is $c=3000/10^6=0.003$ mol/L, or 3 mmol/L. At $L=10$ mmol/L, the return rate is $k_{-1}L=10^6\times0.010=10^4$ s$^{-1}$, so

$$k_{\rm obs,H}=\frac{2\times10^{-4}\times3000}{13000}=4.615\times10^{-5}\ \text{s}^{-1},$$

$$k_{\rm obs,D}=\frac{2\times10^{-4}\times1000}{11000}=1.818\times10^{-5}\ \text{s}^{-1}.$$

Their ratio is 2.538. The law of part (c) gives the same value, $1+2\times10/13$. Other concentrations follow likewise:

| $L$ (mmol/L) | $k_{\rm obs,H}$ (s$^{-1}$) | $k_{\rm obs,D}$ (s$^{-1}$) | $K_{\rm obs}$ |
|---:|---:|---:|---:|
| 0 | $2.000\times10^{-4}$ | $2.000\times10^{-4}$ | 1.000 |
| 1 | $1.500\times10^{-4}$ | $1.000\times10^{-4}$ | 1.500 |
| 3 | $1.000\times10^{-4}$ | $5.000\times10^{-5}$ | 2.000 |
| 10 | $4.615\times10^{-5}$ | $1.818\times10^{-5}$ | 2.538 |
| 30 | $1.818\times10^{-5}$ | $6.452\times10^{-6}$ | 2.818 |
| 100 | $5.825\times10^{-6}$ | $1.980\times10^{-6}$ | 2.942 |
| 300 | $1.980\times10^{-6}$ | $6.645\times10^{-7}$ | 2.980 |

The rates in the table were obtained by solving the rate equations as a matrix problem, and their ratios agree with the law at all seven concentrations.

The cost follows from part (a). Since $k_{\rm obs,H}=k_1(1-R_H)$,

$$\frac{K_{\rm obs}-1}{K-1}=R_H=1-\frac{k_{\rm obs,H}}{k_1}.$$

The fraction of the effect that is revealed equals the fraction by which free ligand has slowed the hydrogen sample. Within this model, one cannot be had without the other.

For 95%, set $L/(L+c)=0.95$. Then $0.05L=0.95c$, so $L=19c=57$ mmol/L. The rate is $1-0.95=0.05$ of its ligand-free value. The hydrogen half-life grows twentyfold, from $\ln2/k_1=0.963$ h to 19.25 h.

### (e) Finding the intrinsic effect without reaching the limit

**Question.** How can $K$ be obtained from runs at moderate ligand concentrations?

**Solution.** Take the reciprocal of $k_{\rm obs}$ and divide term by term:

$$\frac1{k_{\rm obs}}=\frac{k_{-1}L+k_2}{k_1k_2}=\frac1{k_1}+\frac{k_{-1}}{k_1k_2}\,L.$$

Plotted against $L$, each sample gives a straight line. The two lines share the intercept $1/k_1$, here 5000 s. The slopes are inversely proportional to $k_2$, so the D slope divided by the H slope is $K$.

The row at 10 mmol/L shows the arithmetic. The reciprocals are about 21,670 s for H and 55,000 s for D. Subtracting the intercept and dividing by 10 mmol/L gives slopes of 1667 and 5000 s per mmol/L, with a ratio of 3.00.

A single measured ratio can also be inverted if $c$ is known: $K=1+(K_{\rm obs}-1)(L+c)/L$. At fixed $c$, an error in $K_{\rm obs}$ is multiplied by $(L+c)/L$. At $L=1$ mmol/L this factor is 4, so a strongly masked measurement is a poor source of $K$.

## Second half: when the assumptions are relaxed

**Symbols and results carried over.** The ligated complex $A$ loses a ligand with rate constant $k_1$. The open complex $I$ regains one at rate $k_{-1}L$ or eliminates with rate constant $k_2$. The free ligand concentration is $L$, the intrinsic effect is $K=k_{2H}/k_{2D}$, and $c=k_{2H}/k_{-1}$. With $k_{\rm obs}$ defined as the reciprocal of the time integral of $A$, for an initial amount of one,

$$k_{\rm obs}=\frac{k_1k_2}{k_{-1}L+k_2},\qquad
K_{\rm obs}=1+(K-1)\frac{L}{L+c}.$$

The example has $k_1=2\times10^{-4}$ s$^{-1}$, $k_{-1}=10^6$ L mol$^{-1}$ s$^{-1}$, $k_{2H}=3000$ s$^{-1}$, $k_{2D}=1000$ s$^{-1}$, $K=3$ and $c=3$ mmol/L at 333 K. Parts (f) to (i) each relax one assumption and keep the others. Part (j) looks at tunnelling, temperature and a real system.

### (f) Isotope effects on ligand exchange

**Question.** Suppose that beta deuteration also changes ligand loss and return slightly, with $K_1=k_{1H}/k_{1D}$ and $K_m=k_{-1H}/k_{-1D}$. What are the new limits of $K_{\rm obs}$?

**Solution.** The H/D ratio now keeps the two values of each constant:

$$K_{\rm obs}=K_1K\,\frac{k_{-1D}L+k_{2D}}{k_{-1H}L+k_{2H}}.$$

Multiply $K$ into the numerator. Its first term becomes $Kk_{-1H}L/K_m$, because $k_{-1D}=k_{-1H}/K_m$. Its second term becomes $k_{2H}$. Now divide numerator and denominator by $k_{2H}$, and let $x=k_{-1H}L/k_{2H}=L/c$, with $c$ referring to the hydrogen sample:

$$K_{\rm obs}=K_1\,\frac{1+Kx/K_m}{1+x}.$$

At $x=0$ the value is $K_1$. As $x$ grows without bound, it tends to $KK_1/K_m$. The starting value of one thus requires ligand loss to be free of an isotope effect. The upper limit equals $K$ when $K_1=K_m$, that is, when the equilibrium constant $k_1/k_{-1}$ for ligand loss is the same for both isotopes.

For assumed values $K_1=1.05$ and $K_m=1.02$, the limits are 1.05 and $3\times1.05/1.02=3.09$. The upper limit lies about 3% above the intrinsic value.

The lines of part (e) carry the same information. Their intercepts are $1/k_1$, so the D intercept divided by the H intercept is $K_1$. Their slopes are $k_{-1}/(k_1k_2)$, with the D/H ratio

$$\frac{k_{-1D}}{k_{-1H}}\,\frac{k_{1H}}{k_{1D}}\,\frac{k_{2H}}{k_{2D}}=\frac{K_1K}{K_m}.$$

The slope ratio is the upper limit, which contains the equilibrium isotope effect as well as $K$.

In the basic model, the observed isotope effect goes from one without free ligand to the intrinsic value $K$ at high free ligand, and isotope effects on ligand exchange can shift both limits. It remains to treat reversible elimination, elimination without ligand loss and ligand released by the reaction, and then to look at tunnelling, temperature and a real system.

Numerical values quoted here were computed with a short program.
